# Degenerate Perturbation Theory Through Second Order: test program

```python
"""
Degenerate perturbation theory through second order.

H = H0 + lam*V, with H0 having a g-fold level E0 (projector P).
A = P V P,  W = P V R V P,  R = sum over outside states |k><k|/(E0-Ek).
Result under test: E = E0 + lam*v_a + lam^2*w_aj + O(lam^3), where v_a are
the eigenvalues of A and w_aj those of W restricted to the eigenspace of
v_a. The eigenvectors of the restricted W are the zeroth-order states.
Comparison is always with diagonalization of the complete H.
Energies are in hartree, lengths in bohr, fields in atomic units.
"""
import numpy as np
from scipy.constants import physical_constants


def perturbation_levels(h0, v, e0, tol=1e-9):
    """Return v_a, w_aj, zeroth-order states (columns), A and W."""
    inside = np.abs(h0 - e0) < tol
    a_matrix = v[np.ix_(inside, inside)]
    coupling = v[np.ix_(~inside, inside)]
    inverse_gaps = 1.0 / (e0 - h0[~inside])
    w_matrix = coupling.conj().T @ (inverse_gaps[:, None] * coupling)
    first, vectors = np.linalg.eigh(a_matrix)
    second, states = [], []
    start = 0
    while start < len(first):
        stop = start + 1
        while stop < len(first) and first[stop] - first[start] < tol:
            stop += 1
        group = vectors[:, start:stop]
        w, c = np.linalg.eigh(group.conj().T @ w_matrix @ group)
        second.extend(w)
        states.append(group @ c)
        start = stop
    return first, np.array(second), np.hstack(states), a_matrix, w_matrix


# ---------- General test: complex random matrix, partly split level ----------
rng = np.random.default_rng(7)
g = 4
h0 = np.array([0.0, 0.0, 0.0, 0.0, -1.5, -1.0, 1.2, 1.8, 2.5])
n = len(h0)
x = 0.3 * (rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))
v = (x + x.conj().T) / 2
unitary, _ = np.linalg.qr(rng.normal(size=(g, g))
                          + 1j * rng.normal(size=(g, g)))
v[:g, :g] = unitary @ np.diag([-0.5, 0.3, 0.3, 0.9]) @ unitary.conj().T
v = (v + v.conj().T) / 2
first, second, states, a_matrix, w_matrix = perturbation_levels(h0, v, 0.0)
below = int(np.sum(h0 < -1e-9))


def random_errors(lam):
    energy, psi = np.linalg.eigh(np.diag(h0) + lam * v)
    energy, psi = energy[below:below + g], psi[:, below:below + g]
    energy_error = np.linalg.norm(energy - lam * first - lam**2 * second)
    overlap = np.abs(np.sum(states.conj() * psi[:g], axis=0))
    state_error = np.sqrt(1 - overlap**2)
    reduced = np.linalg.eigvalsh(a_matrix + lam * w_matrix)
    reduced_error = np.linalg.norm(reduced - first - lam * second)
    return energy_error, state_error, reduced_error


coarse, fine = random_errors(2e-3), random_errors(1e-3)
energy_ratio = coarse[0] / fine[0]
state_ratios = coarse[1] / fine[1]
reduced_ratio = coarse[2] / fine[2]
assert 7 < energy_ratio < 9
assert np.all((state_ratios > 1.8) & (state_ratios < 2.2))
assert 3.6 < reduced_ratio < 4.4

# Exact folding and level counting at the largest allowed coupling.
gap = np.min(np.abs(h0[g:]))
lam_max = gap / (4 * np.linalg.norm(v, 2))
h_full = np.diag(h0) + lam_max * v


def folded_eigenvalues(energy):
    outer = energy * np.eye(n - g) - h_full[g:, g:]
    folded = h_full[:g, :g] + h_full[:g, g:] @ np.linalg.solve(
        outer, h_full[g:, :g])
    return np.linalg.eigvalsh((folded + folded.conj().T) / 2)


all_levels = np.linalg.eigvalsh(h_full)
near = all_levels[np.abs(all_levels) <= gap / 2]
assert len(near) == g
folding_error = max(abs(folded_eigenvalues(e)[j] - e)
                    for j, e in enumerate(near))
assert folding_error < 1e-11
scan = np.array([folded_eigenvalues(e)
                 for e in np.linspace(-gap / 2, gap / 2, 41)])
assert np.all(np.diff(scan, axis=0) < 1e-12)
assert np.max(np.abs(scan)) <= gap / 2

print("RANDOM 9-STATE TEST (4-fold level)")
print(f"energy error ratio on halving lambda: {energy_ratio:.3f}")
print(f"state error ratios: {state_ratios.min():.3f} to "
      f"{state_ratios.max():.3f}")
print(f"error ratio for A + lambda W: {reduced_ratio:.3f}")
print(f"levels within gap/2 at largest lambda: {len(near)}")

# ---------- Electron on a ring in a uniform field ----------
radius, field = 2.0, 0.005
eps = 1 / (2 * radius**2)
u = field * radius
m = np.arange(-20, 21)
ring_h0 = eps * m**2
quad = 2 * np.pi * np.arange(200) / 200
waves = np.exp(1j * np.outer(quad, m)) / np.sqrt(len(quad))
ring_v = waves.conj().T @ (u * np.cos(quad)[:, None] * waves)
r_first, r_second, r_states, r_a, r_w = perturbation_levels(
    ring_h0, ring_v, eps)
assert np.max(np.abs(r_a)) < 1e-14
assert np.allclose(r_w, u**2 / eps * np.array([[1/6, 1/4], [1/4, 1/6]]),
                   rtol=1e-10, atol=1e-14)
assert np.allclose(r_second, u**2 / eps * np.array([-1/12, 5/12]),
                   rtol=1e-10, atol=1e-14)

# Complete Hamiltonian on an angular grid.
theta = 2 * np.pi * np.arange(41) / 41
grid_waves = np.exp(1j * np.outer(theta, m)) / np.sqrt(41)
kinetic = ((grid_waves * ring_h0) @ grid_waves.conj().T).real


def ring_exact(strength):
    return np.linalg.eigh(kinetic + np.diag(strength * np.cos(theta)))


ring_e, ring_psi = ring_exact(u)
exact_shift = ring_e[1:3] - eps
half_shift = ring_exact(u / 2)[0][1:3] - eps
ring_error = exact_shift - r_second
ring_ratio = ring_error / (half_shift - r_second / 4)
assert np.all(np.abs(ring_error) < 0.01 * np.abs(r_second))
assert np.all((ring_ratio > 15) & (ring_ratio < 17))
assert np.allclose(ring_exact(-u)[0], ring_e, atol=1e-11)

# Composition of the exact states.
norm = np.sqrt(2 / 41)
cos1, sin1 = norm * np.cos(theta), norm * np.sin(theta)
cos2, sin2 = norm * np.cos(2 * theta), norm * np.sin(2 * theta)
const = np.ones(41) / np.sqrt(41)
lower, upper = ring_psi[:, 1], ring_psi[:, 2]
assert abs(sin1 @ upper) < 1e-9 and abs(cos1 @ lower) < 1e-9
mix_exact = np.array([const @ upper / (cos1 @ upper),
                      cos2 @ upper / (cos1 @ upper),
                      sin2 @ lower / (sin1 @ lower)])
mix_first = np.array([u / (np.sqrt(2) * eps), -u / (6 * eps),
                      -u / (6 * eps)])
assert np.allclose(mix_exact, mix_first, rtol=0.01)

# The splitting must vanish when the state m = 0 is deleted.
keep = m != 0
reduced_h = (np.diag(ring_h0) + ring_v)[np.ix_(keep, keep)]
no_zero = np.linalg.eigvalsh(reduced_h)[:2]
assert abs(no_zero[1] - no_zero[0]) < 1e-12
assert abs(no_zero[0] - eps + u**2 / (12 * eps)) < 0.01 * u**2 / (12 * eps)

split_pt = r_second[1] - r_second[0]
split_exact = exact_shift[1] - exact_shift[0]
mev = 1000 * physical_constants["Hartree energy in eV"][0]
print("RING IN A FIELD")
print(f"radius: {radius:.1f} bohr; field: {field:.3f} a.u.")
print(f"eps: {eps:.3f} hartree; u: {u:.3f} hartree")
print(f"W diagonal (naive shift): {r_w[0, 0].real:.6e} hartree")
print(f"W off-diagonal: {r_w[0, 1].real:.6e} hartree")
print(f"sin shift, second order: {r_second[0]:.6e} hartree")
print(f"sin shift, exact: {exact_shift[0]:.6e} hartree")
print(f"cos shift, second order: {r_second[1]:.6e} hartree")
print(f"cos shift, exact: {exact_shift[1]:.6e} hartree")
print(f"splitting, second order: {split_pt:.6e} hartree"
      f" = {split_pt * mev:.3f} meV")
print(f"splitting, exact: {split_exact:.6e} hartree"
      f" = {split_exact * mev:.3f} meV")
print(f"error ratios on halving field (sin, cos): "
      f"{ring_ratio[0]:.2f}, {ring_ratio[1]:.2f}")
for name, approx, exact in zip(
        ("m=0 in cos state", "cos 2theta in cos state",
         "sin 2theta in sin state"), mix_first, mix_exact):
    print(f"{name}: first order {approx:.5f}, exact {exact:.5f}")
print(f"shift of both states without m=0: {no_zero[0] - eps:.6e} hartree")

# ---------- Three degenerate states and one outside state ----------
c = np.array([0.3, 0.4, 0.5])
model_h0 = np.array([0.0, 0.0, 0.0, 1.0])
model_v = np.zeros((4, 4))
model_v[2, 2] = 1.0
model_v[:3, 3] = model_v[3, :3] = c
m_first, m_second, m_states, m_a, m_w = perturbation_levels(
    model_h0, model_v, 0.0)
lam = 0.05
model_pt = lam * m_first + lam**2 * m_second
model_e, model_psi = np.linalg.eigh(np.diag(model_h0) + lam * model_v)
wrong = lam**2 * np.linalg.eigvalsh(m_w)[0]
bright = m_states[:, 0] * np.sign(m_states[0, 0])
dark = m_states[:, 1] * np.sign(m_states[0, 1])
assert np.allclose(bright, [0.6, 0.8, 0.0], atol=1e-12)
assert np.allclose(dark, [0.8, -0.6, 0.0], atol=1e-12)
assert abs(model_e[1]) < 1e-14
assert abs(model_e[0] - model_pt[0]) < 0.03 * abs(model_pt[0])
assert abs(model_e[0] - wrong) > 0.5 * abs(model_e[0])

# Leading error and first-order admixtures of the coupled state.
group_coupling = m_w[2, :] @ bright
third = group_coupling**2 / (0.0 - model_v[2, 2])
small = 2e-3
small_e, small_psi = np.linalg.eigh(np.diag(model_h0) + small * model_v)
third_exact = (small_e[0] - small**2 * m_second[0]) / small**3
assert abs(third_exact / third - 1) < 0.02
small_state = small_psi[:, 0] / (bright @ small_psi[:3, 0])
admix_group = group_coupling / (0.0 - model_v[2, 2])
admix_outer = -(c @ bright) / model_h0[3]
assert abs(small_state[2] / (small * admix_group) - 1) < 0.02
assert abs(small_state[3] / (small * admix_outer) - 1) < 0.02
model_state = model_psi[:, 0] / (bright @ model_psi[:3, 0])

print("PARTLY SPLIT MODEL")
print(f"lambda: {lam:.2f}; couplings c: {c[0]}, {c[1]}, {c[2]} hartree")
print(f"V33: {model_v[2, 2]:.1f} hartree; outside state: "
      f"{model_h0[3]:.1f} hartree")
print("W matrix (hartree):")
for row in m_w:
    print("  " + " ".join(f"{value:8.4f}" for value in row))
print(f"coupled state: {bright[0]:.3f}, {bright[1]:.3f}")
print(f"uncoupled state: {dark[0]:.3f}, {dark[1]:.3f}")
for name, approx, exact in zip(("coupled", "uncoupled", "state 3"),
                               model_pt, model_e):
    print(f"{name}: second order {approx + 0.0:.6e}, "
          f"exact {exact:.6e} hartree")
print(f"wrong energy from W over all three: {wrong:.6e} hartree")
print(f"lambda^3 coefficient: derived {third:.5f}, "
      f"exact levels {third_exact:.5f} hartree")
print(f"state 3 in coupled state: first order {lam * admix_group:.5f}, "
      f"exact {model_state[2]:.5f}")
print(f"outside state in it: first order {lam * admix_outer:.5f}, "
      f"exact {model_state[3]:.5f}")
print("all tests passed")
```

Output:

```
RANDOM 9-STATE TEST (4-fold level)
energy error ratio on halving lambda: 8.013
state error ratios: 2.000 to 2.000
error ratio for A + lambda W: 4.001
levels within gap/2 at largest lambda: 4
RING IN A FIELD
radius: 2.0 bohr; field: 0.005 a.u.
eps: 0.125 hartree; u: 0.010 hartree
W diagonal (naive shift): 1.333333e-04 hartree
W off-diagonal: 2.000000e-04 hartree
sin shift, second order: -6.666667e-05 hartree
sin shift, exact: -6.665926e-05 hartree
cos shift, second order: 3.333333e-04 hartree
cos shift, exact: 3.322095e-04 hartree
splitting, second order: 4.000000e-04 hartree = 10.885 meV
splitting, exact: 3.988688e-04 hartree = 10.854 meV
error ratios on halving field (sin, cos): 16.00, 15.93
m=0 in cos state: first order 0.05657, exact 0.05642
cos 2theta in cos state: first order -0.01333, exact -0.01335
sin 2theta in sin state: first order -0.01333, exact -0.01333
shift of both states without m=0: -6.665926e-05 hartree
PARTLY SPLIT MODEL
lambda: 0.05; couplings c: 0.3, 0.4, 0.5 hartree
V33: 1.0 hartree; outside state: 1.0 hartree
W matrix (hartree):
   -0.0900  -0.1200  -0.1500
   -0.1200  -0.1600  -0.2000
   -0.1500  -0.2000  -0.2500
coupled state: 0.600, 0.800
uncoupled state: 0.800, -0.600
coupled: second order -6.250000e-04, exact -6.324064e-04 hartree
uncoupled: second order -3.469447e-20, exact 3.182219e-17 hartree
state 3: second order 4.937500e-02, exact 4.935120e-02 hartree
wrong energy from W over all three: -1.250000e-03 hartree
lambda^3 coefficient: derived -0.06250, exact levels -0.06237 hartree
state 3 in coupled state: first order 0.01250, exact 0.01249
outside state in it: first order -0.02500, exact -0.02530
all tests passed
```
